# Field Enhancement at a Hemispherical Boss on a Conducting Plane: a program that tests the result

```python
# Result under test: a grounded conducting plane with a hemispherical boss of
# radius a, in a far field of magnitude F0, has the potential
#     Phi = F0 * z * (1 - a^3/r^3),
# so the field at the apex of the boss is exactly 3*F0.
# r: distance from the boss centre; theta: angle from the normal z;
# d: distance of a flat counter-electrode; phi: tunnel barrier height;
# s: height above the apex; G: WKB exponent, transmission ~ exp(-G).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import eval_legendre, zeta


def solve_laplace(n_u, n_theta, outer=30.0):
    """Finite differences in u = ln(r/a) and theta, with a = F0 = 1.
    The uniform-field potential is imposed on a distant hemisphere."""
    h = np.log(outer) / n_u
    k = 0.5 * np.pi / n_theta
    theta = (np.arange(n_theta) + 0.5) * k
    edge = np.sin(k * np.arange(n_theta + 1))
    low, up = edge[:-1], edge[1:]
    centre = -(low + up)
    centre[-1] -= up[-1]          # zero potential on the plane
    weight = np.sin(theta) * k**2
    angular = diags([low[1:] / weight[1:], centre / weight,
                     up[:-1] / weight[:-1]], [-1, 0, 1])
    m = n_u - 1
    plus = 1 / h**2 + 1 / (2 * h)
    minus = 1 / h**2 - 1 / (2 * h)
    radial = diags([np.full(m - 1, minus), np.full(m, -2 / h**2),
                    np.full(m - 1, plus)], [-1, 0, 1])
    matrix = kron(radial, identity(n_theta)) + kron(identity(m), angular)
    rhs = np.zeros((m, n_theta))
    rhs[-1] = -plus * outer * np.cos(theta)
    pot = spsolve(matrix.tocsc(), rhs.ravel()).reshape(m, n_theta)
    boss = (18 * pot[0] - 9 * pot[1] + 2 * pot[2]) / (6 * h)
    apex = (9 * boss[0] - boss[1]) / 8      # even extrapolation to axis
    radius = np.exp(h * np.arange(1, n_u))
    plane = pot[:, -1] / (0.5 * k * radius)
    charge = 2 * np.sum(boss * np.sin(theta)) * k   # per covered disc
    return theta, boss, apex, radius, plane, charge


coarse_apex = solve_laplace(100, 40)[2]
theta, boss, apex, radius, plane, charge_ratio = solve_laplace(200, 80)
field_60 = np.interp(np.pi / 3, theta, boss)
plane_2a = np.interp(2.0, radius, plane)
assert abs(coarse_apex - 3) < 1.2e-2   # second-order grid error
assert abs(apex - 3) < 3e-3
assert np.max(np.abs(boss - 3 * np.cos(theta))) < 5e-3
near = (radius > 1.2) & (radius < 10)
assert np.max(np.abs(plane[near] - (1 - radius[near]**-3))) < 5e-3
assert abs(charge_ratio - 3) < 5e-3

# Symbolic checks of the closed form and its expansion above the apex
x, y, z = sp.symbols('x y z', real=True)
a_s, s_s = sp.symbols('a s', positive=True)
r_s = sp.sqrt(x**2 + y**2 + z**2)
potential = z * (1 - a_s**3 / r_s**3)
laplacian = sum(sp.diff(potential, v, 2) for v in (x, y, z))
assert sp.simplify(laplacian) == 0
on_axis = (a_s + s_s) - a_s**3 / (a_s + s_s)**2
series = sp.series(on_axis, s_s, 0, 3).removeO()
assert sp.simplify(series - (3 * s_s - 3 * s_s**2 / a_s)) == 0

# Charge lost by the surrounding plane, in units of the covered disc's charge
plane_loss = quad(lambda q: 2 * q * (1 - (1 - q**-3)), 1, np.inf)[0]
assert abs(plane_loss - (charge_ratio - 1)) < 5e-3


def apex_factor_in_gap(d):
    """Boundary collocation between two plates, a = 1, field V/d = 1.
    Odd multipoles repeated at z = 2nd keep both plates equipotential."""
    shifts = 2 * d * np.arange(-500, 501)
    angles = np.linspace(0.02, 1.55, 40)
    height = np.cos(angles)[:, None] - shifts
    dist = np.sqrt(np.sin(angles)[:, None]**2 + height**2)
    orders = np.array([1, 3, 5, 7, 9])
    basis = np.column_stack([
        np.sum(eval_legendre(n, height / dist) / dist**(n + 1), axis=1)
        for n in orders])
    coeff = np.linalg.lstsq(basis, -np.cos(angles), rcond=None)[0]
    slopes = np.array([-(n + 1) * np.sum(np.abs(1 - shifts)**(-(n + 2.0)))
                       for n in orders])
    return 1 + coeff @ slopes


def gap_formula(d):
    return 3 * (1 + zeta(3) / (2 * d**3))


gap_10, gap_3 = apex_factor_in_gap(10.0), apex_factor_in_gap(3.0)
# the next term is smaller by about (a/d)^2, one per cent at d = 10a
assert abs((gap_10 - 3) / (gap_formula(10.0) - 3) - 1) < 0.03
assert gap_3 > gap_10 > 3

# Worked example: lengths in nm, fields in V/nm, energies in eV
a, F0, phi = 50.0, 1.0, 4.5
kappa = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9


def wkb_exponent(potential_at):
    """Quadrature through the barrier phi - e*Phi(s), no image force."""
    end = brentq(lambda s: potential_at(s) - phi, 0, 20)

    def integrand(t):
        s = end * (1 - t * t)
        return np.sqrt(max(phi - potential_at(s), 0)) * 2 * end * t
    return 2 * kappa * quad(integrand, 0, 1)[0]


def above_apex(radius_nm):
    return lambda s: F0 * ((radius_nm + s)
                           - radius_nm**3 / (radius_nm + s)**2)


def triangular_exponent(field):
    return 4 * kappa * phi**1.5 / (3 * field)


F_apex = 3 * F0
L = phi / F_apex
G_flat = triangular_exponent(F0)
G_tri = triangular_exponent(F_apex)
G_true = wkb_exponent(above_apex(a))
G_first = G_tri * (1 + 4 * L / (5 * a))
assert abs(wkb_exponent(lambda s: F0 * s) / G_flat - 1) < 1e-7
assert abs(wkb_exponent(lambda s: F_apex * s) / G_tri - 1) < 1e-7
large = 5000.0
slope = (wkb_exponent(above_apex(large)) / G_tri - 1) * large / L
assert abs(slope - 0.8) < 0.01
assert abs(G_true / G_first - 1) < 3e-3   # neglected order (L/a)^2

eps_nm = const.epsilon_0 / const.e * 1e-9    # electrons per (V nm)
boss_electrons = 3 * np.pi * eps_nm * a**2 * F0
disc_electrons = np.pi * eps_nm * a**2 * F0

print("NUMERICAL SOLUTION OF LAPLACE'S EQUATION (fields in units of F0)")
print(f"apex field, coarse grid 100 x 40: {coarse_apex:.4f}")
print(f"apex field, fine grid 200 x 80: {apex:.4f}")
print(f"boss field at theta = 60 deg: {field_60:.4f}")
print(f"plane field at r = 2a: {plane_2a:.4f}")
print(f"boss charge / covered-disc charge: {charge_ratio:.4f}")
print(f"plane charge loss / covered-disc charge: {plane_loss:.4f}")
print("FINITE GAP (apex field in units of V/d)")
print(f"d = 10a, collocation: {gap_10:.6f}")
print(f"d = 10a, leading formula: {gap_formula(10.0):.6f}")
print(f"d = 3a, collocation: {gap_3:.4f}")
print(f"d = 3a, leading formula: {gap_formula(3.0):.4f}")
print("WORKED EXAMPLE")
print(f"boss radius a: {a:.0f} nm")
print(f"applied field F0: {F0:.1f} V/nm")
print(f"barrier height phi: {phi:.1f} eV")
print(f"apex field: {F_apex:.1f} V/nm = {F_apex * 1e9:.1e} V/m")
print(f"boss field at theta = 60 deg: {F_apex * np.cos(np.pi/3):.2f} V/nm")
print(f"plane field at r = 2a: {F0 * (1 - 2.0**-3):.3f} V/nm")
print(f"excess electrons on boss: {boss_electrons:.0f}")
print(f"excess electrons on same disc without boss: {disc_electrons:.0f}")
print(f"sqrt(2 m e)/hbar: {kappa:.4f} nm^-1 eV^-1/2")
print(f"barrier width, flat plane: {phi / F0:.2f} nm")
print(f"barrier width L, triangular at apex: {L:.2f} nm")
print(f"L/a: {L / a:.3f}")
print(f"exponent G, flat plane: {G_flat:.2f}")
print(f"exponent G, triangular at apex: {G_tri:.2f}")
print(f"exponent G, true apex potential: {G_true:.2f}")
print(f"exponent G, first-order curvature formula: {G_first:.2f}")
print(f"curvature slope (G/G0 - 1)a/L at a = 5000 nm: {slope:.4f}")
print(f"transmission exp(-G), flat plane: {np.exp(-G_flat):.2e}")
print(f"transmission exp(-G), triangular apex: {np.exp(-G_tri):.2e}")
print(f"transmission exp(-G), true apex: {np.exp(-G_true):.2e}")
print(f"transmission ratio, true apex / flat: {np.exp(G_flat-G_true):.2e}")
print(f"transmission ratio, true / triangular: {np.exp(G_tri-G_true):.3f}")
print("tests ok")
```

Printed output:

```
NUMERICAL SOLUTION OF LAPLACE'S EQUATION (fields in units of F0)
apex field, coarse grid 100 x 40: 3.0026
apex field, fine grid 200 x 80: 3.0008
boss field at theta = 60 deg: 1.5003
plane field at r = 2a: 0.8752
boss charge / covered-disc charge: 3.0009
plane charge loss / covered-disc charge: 2.0000
FINITE GAP (apex field in units of V/d)
d = 10a, collocation: 3.001822
d = 10a, leading formula: 3.001803
d = 3a, collocation: 3.0765
d = 3a, leading formula: 3.0668
WORKED EXAMPLE
boss radius a: 50 nm
applied field F0: 1.0 V/nm
barrier height phi: 4.5 eV
apex field: 3.0 V/nm = 3.0e+09 V/m
boss field at theta = 60 deg: 1.50 V/nm
plane field at r = 2a: 0.875 V/nm
excess electrons on boss: 1302
excess electrons on same disc without boss: 434
sqrt(2 m e)/hbar: 5.1232 nm^-1 eV^-1/2
barrier width, flat plane: 4.50 nm
barrier width L, triangular at apex: 1.50 nm
L/a: 0.030
exponent G, flat plane: 65.21
exponent G, triangular at apex: 21.74
exponent G, true apex potential: 22.27
exponent G, first-order curvature formula: 22.26
curvature slope (G/G0 - 1)a/L at a = 5000 nm: 0.8001
transmission exp(-G), flat plane: 4.80e-29
transmission exp(-G), triangular apex: 3.63e-10
transmission exp(-G), true apex: 2.14e-10
transmission ratio, true apex / flat: 4.46e+18
transmission ratio, true / triangular: 0.588
tests ok
```
